The Freysoldt correction for charged defects and its dispersion remainder, part 2

A charged defect is calculated in a cubic supercell of side L and volume Ω, repeated periodically with a uniform background charge. The aim is to recover the energy of one isolated defect. The defect is a fixed bare charge density ρ, of total charge q, in an insulating host that responds linearly. Equations are in Hartree atomic units. The potential φ that the defect adds is that felt by a positive test charge. The isolated energy is E_iso = ½∫ρ φ d³r; E_per is the same with the periodic potential φ_per, which has zero cell average.

The host kernel is 4π/[k² ε(k)] = 4π/(εk²) + g + O(k²), with ε = ε(0). The model charge is a Gaussian of charge q and width s, screened by ε alone, with potential φ_m. E_lat is its isolated energy minus its periodic energy. For a tetrahedral site and isotropic g,

E_iso − E_per = E_lat − qC − q²g/(2Ω), (32)

This was first derived as (23), leaving out overlap and high multipole terms. The first two terms are the Freysoldt correction, the third the dispersion remainder. C = −S/Ω is the plateau, far from the defect, of φ_per minus the periodic model potential. With φ_s = φ − φ_m, and mean square radii ⟨r²⟩ for the defect and ⟨r²⟩_m for the model,

S = ∫φ_s d³r = q[g − (2π/3ε)(⟨r²⟩ − ⟨r²⟩_m)]. (19)

The lattice energy, with α = 2.8373, is

E_lat = (q²/ε)[α/(2L) − 2πs²/Ω]. (31)

If the model is screened by the full kernel (primed quantities), no separate remainder appears:

E_iso − E_per = E′_lat − qC′. (29)

In a crystal, at wavevector κ in the host's first Brillouin zone, the potential has a macroscopic part φ₀ and a ripple φ₁ = B⁻¹(4πρ₁ − mφ₀) at κ plus the nonzero host reciprocal vectors. There ρ₁ is the charge, B the response matrix, and m the coupling to φ₀, of first order in κ. Equation (32) still holds.

**Reading the plateau in a crystal**

The constant C belongs to the macroscopic potential φ₀, whereas the calculated potential also contains the ripple φ₁. The ripple must be removed without changing the plateau. Averaging over one lattice period a along x multiplies a component of wavenumber k_x by sin(k_xa/2)/(k_xa/2). For a ripple with k_x = κ_x + 2πj/a and j a nonzero integer, this factor is of first order in κ_x. The average is taken along y and z as well, because a ripple may vary along those axes alone.

One average is not quite enough. At small κ the long-range potential φ₀ behaves as 1/κ², and the ripple that it drives, −B⁻¹mφ₀, behaves as 1/κ. Multiplication by a factor of order κ leaves a finite term, comparable with S. A second average makes the product vanish as κ → 0. The same averaging must be applied to the model potential. It multiplies the difference φ₀ − φ_m by 1 + O(κ²), and so leaves its value at κ → 0, which is S, unchanged.

The weight of qC was tested in a crystal with ε(r) = 10[1 ± 0.2(cos 2πx + cos 2πy + cos 2πz)], with the lattice constant as unit of length. A Gaussian charge q = 1 of width 0.25 was placed at the origin. The two signs describe two sites of one crystal, because a shift by half a period along each axis changes the sign of every cosine. The bare charge, E_lat and the dispersion term are the same at both sites. From (32), the difference between the two periodic energies must then be a constant plus q times the difference between the two plateaus.

Supercells of 5, 7 and 9 lattice constants were used. The energy difference was resolved into a constant and terms in L⁻³ and L⁻⁵, and the plateau difference, from the two larger cells, into terms in L⁻³ and L⁻⁵. The L⁻³ coefficients were −0.00543 for the energy and −0.00536 for the plateau. Their ratio is 1.014. The test required the ratio to lie within 0.1 of 1, which allows for the multipole terms beyond L⁻⁵. A weight of one half would require a ratio of 0.5.

There is one further condition. In a cubic crystal the first correction to 1/ε(k) can depend on the direction of k. That anisotropy leaves an additional energy proportional to q²/Ω and a slowly decaying part in the potential. It cancels between the two sites in the test, but it does not cancel from a single defect energy. Equation (32) omits it. The slowly decaying part of the potential takes different values at the cell corner and at the face centre, both of order q/Ω like C itself, so enlarging the cell does not make the plateau flat relative to C. The anisotropy need not be small compared with the directional average of g.

**Formation energy and sign of the alignment**

Let E[q] and E_host be the calculated energies of the defect and host supercells. Let n_i be the number of atoms of species i added, with chemical potential μ_i, E_V the valence-band edge relative to the average host potential, and E_F the Fermi energy above that edge. The formation energy is

E_f(q) = E[q] − E_host − Σn_iμ_i + q(E_V + E_F) + E_corr, (38)

E_corr = E_lat − qC − q²g/(2Ω). (39)

Here φ_per is the potential of the charged-defect cell minus that of the host cell. If a calculation reports the potential energy of an electron, U = −φ, instead, the plateau left after subtracting the model is U_far = −C, and the alignment term becomes +qU_far. This sign has a simple interpretation. Once the periodic potential of the model has been subtracted, the electron energies in the far region of the charged cell remain displaced by U_far. An electron removed to make q positive should be referred to the displaced band edge, which changes qE_V to q(E_V + U_far).

**A doubly negative centre in silicon**

Consider a model of a vacancy-like centre with q = −2. The model uses ε = 11.7 and lattice constant a = 0.543 nm, input values chosen to resemble silicon. The bare charge is divided equally among four tetrahedral Gaussian lobes, each centred half a bond length, d = 0.1176 nm, from the defect centre and having width σ = 0.08 nm. The model charge has s = 0.12 nm. This is an electrostatic model. It does not calculate the electronic states or the relaxed atomic positions of a vacancy.

The host kernel in real space is 1/(εr) + (1 − 1/ε)exp(−r/λ)/r, with λ = 0.06 nm. Close to a point charge it is unscreened, while at large distance it approaches the macroscopic form 1/(εr). The approach is gradual because ε is large: at r = 5λ the potential is still about 7% above that form. The transform of the second part is 4π(1 − 1/ε)λ²/(1 + k²λ²). Its value at k = 0 is

g = 4π(1 − 1/11.7)(0.06 nm)² = 0.0414 nm². (40)

For energies in eV and lengths in nm, products of two charges are multiplied by e²/(4πε₀) = 1.440 eV nm. The second moments are

⟨r²⟩ = d² + 3σ² = 0.0330 nm²,  ⟨r²⟩_m = 3s² = 0.0432 nm². (41)

Equation (19) then gives

S = −2(1.440)[0.0414 + (2π/35.1)(0.0102)] = −0.124 V nm³. (42)

The smallest cell has 64 atomic sites, L = 1.086 nm and Ω = 1.281 nm³. Its expected plateau is −S/Ω = 0.097 V. The periodic potential gives 97.0 mV at the cell corner and 93.4 mV at the face centre, so the plateau is reasonably flat. With the corner value,

−qC = 2(0.0970) = 0.194 eV. (43)

The lattice energy from (31) is

E_lat = [4(1.440)/11.7][2.8373/2.172 − 2π(0.12)²/1.281] = 0.608 eV, (44)

and the dispersion term is

−q²g/(2Ω) = −4(1.440)(0.0414)/(2 × 1.281) = −0.093 eV. (45)

The periodic energy E_per is 2.191 eV. Adding the Freysoldt terms gives 2.191 + 0.608 + 0.194 = 2.993 eV. The isolated energy, obtained separately by integration in real space, is 2.901 eV. The Freysoldt result is too high by 0.093 eV, the size predicted by (45). Including the remainder brings the error, relative to that isolated model energy, to −0.4 meV.

At fixed defect charge and fixed screening, larger cells give:

216 sites: E_lat = 0.418 eV, −qC = 0.058 eV; error 27.5 meV without the remainder and −0.05 meV with it.

512 sites: E_lat = 0.317 eV, −qC = 0.024 eV; error 11.6 meV without the remainder and −0.01 meV with it.

The errors without the remainder fall as 1/Ω. Those with it fall approximately as L⁻⁵, as expected from two multipole effects: the terms left out of (23), and the tail of the short-range potential at the cell corner, where C is read. Two variations confirm the origin of the 1/Ω error. If the host has no dispersion, the Freysoldt terms alone leave −0.4 meV in the 64-site cell. If the model is screened by the full host kernel, as in (29), the error is again −0.4 meV. Changing the model width from 0.12 to 0.09 nm, with constant-ε screening of the model restored, leaves the Freysoldt energy at 2.9935 eV.

**Effect on a level and its emission rate**

The level between charge states −1 and −2 is the Fermi energy at which their formation energies are equal. Equation (38) contains −E_F for the first state and −2E_F for the second. The level is therefore E_f(−2) − E_f(−1), with both energies evaluated at E_F = 0.

Assume that the two states have the same charge shape. Omitting the remainder raises a formation energy by an amount proportional to q². The error in the level is then (4 − 1)/4 of the error for q = −2, or 0.070 eV in the 64-site cell. The calculated level lies too high in the gap, hence too close to the conduction band.

For thermal emission of electrons to a nondegenerate conduction band, the rate is proportional to exp[−(E_c − E_t)/(k_BT)], where E_c is the band edge and E_t the level. With the prefactor and capture cross-section held fixed, the calculated rate at 300 K would be too high by exp(0.070 eV/k_BT), a factor of about 15. This concerns the finite-cell error in the model. It is not a prediction of the emission rate of the silicon vacancy.

**The model beside real silicon**

The lattice constant and dielectric constant are typical of silicon. The screening length is a rough atomic-scale value, and it matters: g is proportional to λ², so a 10% change in λ changes the remainder by about 20%. The value of g for silicon depends strongly on which dielectric function is used. Resta's model dielectric function, which treats the valence electrons in the Thomas–Fermi approximation, gives g of about 0.017 nm² for silicon. The remainder in the 64-site cell would then be about 39 meV in size instead of 93 meV, and the factor in the emission rate about 3 instead of 15. Descriptions of silicon in which ε(k) falls faster at small k give values of g close to or above the one used here, so Resta's figure does not show that the model overstates the effect. A quantitative correction needs the small-k dielectric response of the host, including its dependence on direction, calculated at the same level of theory as the defect. Real vacancies also relax and may lose tetrahedral symmetry, which the fixed lobes do not describe. Elastic interaction between relaxed copies has an energy scale ½KΩ(ΔV/Ω)² = K(ΔV)²/(2Ω). For a rough bulk modulus K = 100 GPa and an assumed relaxation volume ΔV = 0.010 nm³, half an atomic volume, this is 24 meV in the 64-site cell. It is an order of magnitude, not a calculated correction, and it also decreases as 1/Ω.

The operating temperature changes the dielectric constant. This changes the energy of the isolated defect itself: in the model, an assumed increase of 3% lowers it by about 34 meV, with the geometry and λ fixed. The correction is a separate matter. E_lat removes the images present in the calculation, so it must use the dielectric constant of that calculation. Putting the 3% larger value into E_lat alone would wrongly lower it by 18 meV in the 64-site cell. Mobile carriers add a different effect. For a singly charged, nondegenerate carrier gas of density 10¹⁶ cm⁻³ at 300 K, the Debye length λ_D is 41 nm. At distances small compared with λ_D, the screened potential q exp(−r/λ_D)/(εr) differs from q/(εr) by −q/(ελ_D). In linear screening the corresponding energy is −q²/(2ελ_D), or −6 meV here. Within several nanometres of the doubly charged centre the potential energy of a carrier exceeds k_BT, so this linear value is only a rough estimate. The isolated insulating limit is thus a good starting point at this doping, but this estimate should not be carried to degenerate material.

The most direct failure is a defect charge that is not localized. Keeping the 64-site cell, host and model unchanged, but increasing the lobe width to 0.30 nm, gives potential differences of −24 mV at the corner and −44 mV at the face centre. There is no common plateau. Even with the dispersion term, the corner value leaves an error of −29 meV relative to the isolated energy of that wide charge. A larger cell is needed when the charge itself is localized but crowded. If the supposed defect state is actually a band state spread through the crystal, enlarging the cell does not make it the localized charge assumed here.

The numerical output below gives the remaining digits of these comparisons.

Values computed for the example and the checks

```
dielectric constant 11.7, lattice constant 0.543 nm
charge -2 e, screening length 0.06 nm
lobe distance 0.1176 nm, lobe width 0.08 nm
model width 0.12 nm, e^2/(4 pi eps0) 1.43996 eV nm
mean r^2: defect 0.03302, model 0.04320 nm^2
kernel constant g 0.04137 nm^2
integral of short-range potential -0.12440 V nm^3
CELL 64 sites: L 1.086 nm, volume 1.2808 nm^3
  E_per 2.1912, E_iso 2.9009 eV
  E_lat 0.6083, -qC 0.1939 eV
  C at corner 96.97, at face centre 93.43 mV
  E_per + Freysoldt 2.9935 eV, error 92.60 meV
  remainder term -93.03 meV, final error -0.426 meV
  error, nondispersive host -0.398 meV
  error, dispersive model -0.386 meV
  Freysoldt energy, model width 0.09 nm: 2.9935 eV
CELL 216 sites: L 1.629 nm, volume 4.3228 nm^3
  E_per 2.4524, E_iso 2.9009 eV
  E_lat 0.4184, -qC 0.0575 eV
  C at corner 28.76, at face centre 28.85 mV
  E_per + Freysoldt 2.9284 eV, error 27.51 meV
  remainder term -27.56 meV, final error -0.052 meV
  error, nondispersive host -0.052 meV
  error, dispersive model -0.052 meV
  Freysoldt energy, model width 0.09 nm: 2.9284 eV
CELL 512 sites: L 2.172 nm, volume 10.2466 nm^3
  E_per 2.5710, E_iso 2.9009 eV
  E_lat 0.3172, -qC 0.0243 eV
  C at corner 12.14, at face centre 12.16 mV
  E_per + Freysoldt 2.9125 eV, error 11.62 meV
  remainder term -11.63 meV, final error -0.012 meV
  error, nondispersive host -0.012 meV
  error, dispersive model -0.012 meV
  Freysoldt energy, model width 0.09 nm: 2.9125 eV
lattice constant alpha 2.83730, spread 8.1e-09
local-field test: 1/V energy term -0.005430 (a.u.)
local-field test: 1/V plateau term -0.005357 (a.u.)
local-field test: weight of qC 1.0137 (full 1, half 0.5)
level (-1/-2) too high by 0.0698 eV without remainder
emission-rate factor at 300 K 14.9
Debye length at 1e16 cm^-3, 300 K: 40.9 nm
free-carrier screening energy -6.02 meV
change of E_lat for 3% larger eps -17.7 meV
elastic image energy scale 24.4 meV (100 GPa, 0.0100 nm^3)
lobe width 0.30 nm, 64 sites: final error -28.8 meV
  its C: corner -23.6, face centre -43.9 mV
```
